\section*{Fang-Howard minimum of the Hartree energy and the subband eigenvalue, part 2}

A variational calculation of an electron layer gives an energy per electron $w$ and a subband energy $E_0$, the expectation value of the one-electron Hartree operator for motion along $z$. Which should be minimised, and which marks the subband bottom?

Electrons of charge $-e$, areal density $n_s$ and mass $m$ along $z$ occupy one subband at zero temperature, in a semiconductor $z>0$ of absolute permittivity $\varepsilon$ (SI equations). Behind a hard wall at $z=0$ lie an insulator and a gate carrying the compensating charge; the field vanishes deep in the semiconductor. There are $N_{\rm dep}$ acceptor charges $-e$ per area, in a depletion layer much wider than the electron layer. Exchange, correlation and image forces are omitted. Energies are measured from the band edge at the interface.

With $N(z)=n_s\int_z^\infty\psi^2(z')\,dz'$, the $\psi$-dependent field energy per area is
\begin{equation}
u=\frac{e^2}{\varepsilon}\int_0^\infty\left[N_{\rm dep}N(z)+\frac12N^2(z)\right]dz .
\label{eq:u}
\end{equation}
The normalised trial function is
\begin{equation}
\psi(z)=\left(\frac{b^3}{2}\right)^{1/2}z\,e^{-bz/2},\qquad b>0 .
\label{eq:fh}
\end{equation}
It has $\langle z\rangle=3/b$ and kinetic energy $T=\hbar^2b^2/(8m)$. Define
\begin{equation}
D=\frac{3e^2N_{\rm dep}}{\varepsilon b},\qquad H=\frac{33\,e^2n_s}{16\,\varepsilon b}.
\label{eq:DH}
\end{equation}
Without in-plane motion and terms independent of $b$,
\begin{equation}
w(b)=T+D+\frac H2
=\frac{\hbar^2b^2}{8m}+\frac{3e^2}{\varepsilon b}N_*,
\qquad N_*=N_{\rm dep}+\frac{11}{32}n_s ,
\label{eq:w}
\end{equation}
Part (i) of the theorem, already proved by setting $w'(b)=0$, puts its only minimum at
\begin{equation}
b^3=\frac{12\,m e^2}{\varepsilon\hbar^2}\left(N_{\rm dep}+\frac{11}{32}\,n_s\right).
\label{eq:b}
\end{equation}
There $D+H/2=2T$ and $w=3T$.

Still to be proved are part (ii), that for every $b$
\begin{equation}
E_0(b)-w(b)=\frac{33\,e^2 n_s}{32\,\varepsilon b},
\label{eq:diff}
\end{equation}
and part (iii), that at the minimum $E_0=d(n_sw)/dn_s$ with $N_{\rm dep}$ fixed.

The example has $m$ equal to $0.1$ electron masses, relative permittivity $10$, $n_s=0.005\ \mathrm{nm^{-2}}$ and $N_{\rm dep}=0.001\ \mathrm{nm^{-2}}$, with lengths in nm and energies in meV.

\subsection{Lemma 4: the one-electron equation}

The subband energy belongs to a one-electron equation. That equation follows from the total energy when $\psi$ is varied freely, and the derivation shows where the factor $\tfrac12$ goes.

\paragraph{Lemma 4.} The energy per electron of any normalised real $\psi$ with $\psi(0)=0$ is stationary when
\begin{equation}
h\psi=E\psi,\qquad
h=-\frac{\hbar^2}{2m}\frac{d^2}{dz^2}+\frac{e^2N_{\rm dep}}{\varepsilon}z+V_s(z),
\label{eq:hartree}
\end{equation}
\begin{equation}
V_s(z)=\frac{e^2n_s}{\varepsilon}\int_0^\infty\min(z,z')\,\psi^2(z')\,dz' .
\label{eq:vs}
\end{equation}

\paragraph{Proof.} The field energy contains $\int N\,dz$ and $\int N^2dz$. A particle at $z'$ lies beyond every plane between $0$ and $z'$, so $\int N\,dz=n_s\langle z\rangle$. Two particles at $z'$ and $z''$ both lie beyond the planes between $0$ and the smaller of the two distances, so
\begin{equation}
\int_0^\infty N^2dz=n_s^2\iint\min(z',z'')\,\psi^2(z')\,\psi^2(z'')\,dz'dz'' .
\label{eq:min}
\end{equation}
The energy per electron is therefore
\begin{equation}
w[\psi]=\int_0^\infty\left[\frac{\hbar^2}{2m}(\psi')^2+\frac{e^2N_{\rm dep}}{\varepsilon}z\psi^2+\frac12V_s\psi^2\right]dz .
\label{eq:functional}
\end{equation}
Change $\psi$ by $\delta\psi$. The kinetic term changes by $2\int\delta\psi\,(-\hbar^2/2m)\psi''dz$ after integration by parts, and the depletion term by $2\int\delta\psi\,(e^2N_{\rm dep}z/\varepsilon)\psi\,dz$. In the last term $\psi^2$ occurs twice, once explicitly and once inside $V_s$. Since $\min(z,z')$ is symmetric, both occurrences contribute equally, and the change is $\tfrac12\cdot2\cdot2\int\delta\psi\,V_s\psi\,dz$. Normalisation is kept by subtracting $E\int\psi^2dz$, with $E$ a Lagrange multiplier. Requiring the sum to vanish for every $\delta\psi$ and dividing by 2 gives \eqref{eq:hartree}. $\square$

Differentiating \eqref{eq:vs} gives $V_s'=e^2N/\varepsilon$ and $V_s''=-e^2n_s\psi^2/\varepsilon$. Thus $V_s$ is the solution of Poisson's equation with $V_s(0)=0$ and no field deep in the semiconductor, where the field of the layer is cancelled by that of the gate charge $en_s$. The kernel $\min(z,z')=\tfrac12(z+z'-|z-z'|)$ is therefore the interaction of the electrons including this compensating charge; the bare repulsion between charged sheets is the part $-\tfrac12|z-z'|$. The factor $\tfrac12$ is present in the energy and absent from the operator: an electron moves in the whole potential of the layer.

\subsection{Proof of part (ii)}

Insert $N(z)=n_s(1+x+x^2/2)e^{-x}$, with $x=bz$, into $V_s'=e^2N/\varepsilon$ and integrate from the wall:
\begin{equation}
V_s(z)=\frac{e^2n_s}{\varepsilon b}\left[3-\left(3+2x+\frac{x^2}{2}\right)e^{-x}\right].
\label{eq:vsfh}
\end{equation}
The derivative of the bracket with respect to $x$ is $(3+2x+x^2/2-2-x)e^{-x}=(1+x+x^2/2)e^{-x}$, as required, and the bracket vanishes at $x=0$. Its mean over $\psi^2dz=\tfrac12x^2e^{-x}dx$ is
\begin{align}
3-\frac12\int_0^\infty\left(3x^2+2x^3+\frac{x^4}{2}\right)e^{-2x}dx
&=3-\frac12\left(\frac34+\frac34+\frac38\right)\nonumber\\
&=3-\frac{15}{16}=\frac{33}{16}.
\end{align}
Hence $\langle V_s\rangle=H$: the quantity $H$ is the mean potential energy of one electron in the field of the layer and its compensating gate charge. The expectation value of the operator in \eqref{eq:hartree} is
\begin{equation}
E_0=T+D+H,
\label{eq:e0}
\end{equation}
and subtraction of $w=T+D+H/2$ leaves $E_0-w=H/2=33e^2n_s/(32\varepsilon b)$. $\square$

\paragraph{Remark.} If $E_0$ is summed over all electrons, the interaction proportional to $\min(z,z')$ within each pair, which includes the compensating gate charge, is counted once for each partner. The total energy counts it once. For a large number of electrons, the self-interaction contained in the mean density is a vanishing fraction of this energy.

\paragraph{Remark.} The difference is not an artefact of the trial function. For a self-consistent solution of \eqref{eq:hartree}, multiplication by $\psi$ and integration give $E$ as the kinetic and depletion energies plus the whole of $\langle V_s\rangle$. Comparison with \eqref{eq:functional} gives
\begin{equation}
E-w=\tfrac12\langle V_s\rangle .
\label{eq:general}
\end{equation}
The trial function itself is not an eigenfunction of its own Hartree operator. At the wall, \eqref{eq:hartree} requires $\psi''(0)=0$, since the potential is finite and $\psi(0)=0$. The trial function has $\psi''(0)=-b(b^3/2)^{1/2}$. The number $E_0$ is therefore an estimate of the eigenvalue $E$.

\paragraph{Size of the difference.} At the minimum, $w=3T$ and $D+H/2=2T=3e^2N_*/(\varepsilon b)$, so $w=9e^2N_*/(2\varepsilon b)$. Dividing \eqref{eq:diff} by this gives
\begin{equation}
\frac{E_0}{w}=1+\frac{11}{48}\,\frac{n_s}{N_*}.
\label{eq:ratio}
\end{equation}
For $n_s\ll N_{\rm dep}$ the ratio tends to 1, because the mean field of the layer becomes weak beside that of the depletion charge. This does not make the electrons independent. While their spacing is large compared with the layer thickness but small compared with the distance to the gate, the repulsion between neighbours falls roughly as $n_s^{1/2}$ and the in-plane kinetic energy as $n_s$, so the correlation left out here gains weight as the layer is diluted. At still larger spacing the gate screens the repulsion, and this scaling no longer holds. For $N_{\rm dep}=0$, $N_*=\tfrac{11}{32}n_s$ and the ratio is $1+\tfrac23=\tfrac53$.

\subsection{Proof of part (iii)}

Let $b$ take its optimal value at each $n_s$, with $N_{\rm dep}$ fixed. Then
\begin{equation}
\frac{d(n_sw)}{dn_s}=w+n_s\left(\frac{\partial w}{\partial n_s}\right)_b
+n_s\frac{\partial w}{\partial b}\frac{db}{dn_s}.
\end{equation}
The last term vanishes because $w$ is stationary in $b$. At fixed $b$, $w$ depends on $n_s$ through $H/2$, which is proportional to $n_s$, so the middle term is $H/2$. The sum is $w+H/2=E_0$. $\square$

The motion along the interface adds a separate contribution. With two spin states, one valley and in-plane mass $m$, the filled circle of wave vectors has radius $k_F$ with $n_s=2\pi k_F^2/(2\pi)^2$. Hence $k_F^2=2\pi n_s$ and
\begin{equation}
E_F=\frac{\hbar^2k_F^2}{2m}=\frac{\pi\hbar^2n_s}{m}.
\end{equation}
The mean of $k^2$ over the filled circle is $k_F^2/2$, so the mean in-plane energy is $E_F/2$. The last electron enters at $E_0+E_F$, while the average electron carries $w+E_F/2$. Within the Hartree model, subband occupation and the position of the Fermi level relative to the interface band edge must be found with $E_0$; a total energy must be built from $w$. The energy of the field in the insulator also changes with $n_s$. It is not part of $E_0$, because the energy zero is the band edge at the interface.

\subsection{Which energy may be minimised}

\paragraph{Minimising the subband energy.} If $E_0(b)$ is minimised while $V_s$ follows $b$, the electron term enters at twice its proper strength. Since $H=(3e^2/\varepsilon b)(11n_s/16)$, the steps that led to $b$ now give
\begin{equation}
b^3=\frac{12me^2}{\varepsilon\hbar^2}\left(N_{\rm dep}+\frac{11}{16}n_s\right),
\label{eq:wrong}
\end{equation}
a layer narrower than the trial layer of least total energy.

\paragraph{Freezing the potential.} An orbital energy can be used if the potential is held fixed during the variation. Let $G(b',b)$ be the mean of $V_s$, made by a layer of parameter $b$, over a trial function of parameter $b'$. By \eqref{eq:vs}, $G$ is symmetric in its arguments, and $G(b,b)=H(b)$. Therefore
\begin{equation}
\frac{dH}{db}=2\left.\frac{\partial G(b',b)}{\partial b'}\right|_{b'=b}.
\end{equation}
The frozen potential thus contributes the slope $\tfrac12\,dH/db$, the same as $H/2$ contributes to $w$. Stationarity in $b'$, followed by the demand $b'=b$, restores the weight $\tfrac{11}{32}$.

\paragraph{The variational bound.} Let $\psi_0$ be a self-consistent solution whose $E$ is the lowest level of its own operator $h_0$, and let $N_0(z)$ be its $N(z)$. For any normalised $\psi$ with $\psi(0)=0$,
\begin{equation}
w[\psi]-w[\psi_0]=\langle\psi|h_0|\psi\rangle-E
+\frac{e^2}{2\varepsilon n_s}\int_0^\infty(N-N_0)^2dz\ \ge 0 .
\label{eq:bound}
\end{equation}
To see this, expand the square. By the argument that gave \eqref{eq:min}, the mean of the potential of $\psi_0$ over $\psi$ is $(e^2/\varepsilon n_s)\int NN_0\,dz$. The cross term removes this energy from $\langle\psi|h_0|\psi\rangle$, and the term in $N^2$ supplies the proper half for $\psi$; together they make $w[\psi]$. The term in $N_0^2$ turns $-E$ into $-w[\psi_0]$ by \eqref{eq:general}. Both parts of the right side are non-negative, the first because $E$ is the lowest level of $h_0$. The bound holds for $w$. No such statement follows for $E_0$.

\subsection{Worked example: the energies}

With the earlier parameters, $\hbar^2/m=762.0\ \mathrm{meV\,nm^2}$, $e^2/\varepsilon=1809.5\ \mathrm{meV\,nm}$, $n_s=0.005\ \mathrm{nm^{-2}}$, $N_{\rm dep}=0.001\ \mathrm{nm^{-2}}$ and $b=0.4263\ \mathrm{nm^{-1}}$, the three parts are
\begin{align}
T&=\frac{762.0\,(0.4263)^2}{8}\ \mathrm{meV}=17.3\ \mathrm{meV},\\
D&=\frac{3(1809.5)(0.001)}{0.4263}\ \mathrm{meV}=12.7\ \mathrm{meV},\\
H&=\frac{33(1809.5)(0.005)}{16(0.4263)}\ \mathrm{meV}=43.8\ \mathrm{meV}.
\end{align}
The energy per electron is $w=17.3+12.7+21.9=51.9$ meV, or $0.00191$ hartree. The subband energy is $E_0=17.3+12.7+43.8=73.8$ meV, or $0.00271$ hartree. They differ by $21.9$ meV. Since $E_F=\pi(762.0)(0.005)\ \mathrm{meV}=12.0$ meV, an error of this size in the subband bottom would exceed the whole filled energy range. The last electron enters at $E_0+E_F=85.8$ meV, while the average energy is $w+E_F/2=57.9$ meV.

To measure the error of the trial function, equations \eqref{eq:hartree} and \eqref{eq:vs} were solved self-consistently on a grid of spacing $0.05$ nm and length 100 nm, with a three-point second derivative and repeated mixing of old and new densities. The grid values and the trial values are:
\begin{center}
\begin{tabular}{lcc}
 & trial & grid\\
energy per electron (meV) & 51.9 & 50.6\\
subband energy (meV) & 73.8 & 72.4\\
mean distance (nm) & 7.04 & 6.61
\end{tabular}
\end{center}
Relative to the grid, the trial $w$ is 2.6 per cent too high, and the mean distance is about 6.5 per cent too large. By \eqref{eq:bound}, the error of $w$ is of second order in the error of the function, while the mean distance has a first-order error. The order alone does not fix which error is larger in a given case: the trial $E_0$, which is not stationary, lies only 2.0 per cent above the grid value. The grid energy per electron was obtained from the eigenvalue by \eqref{eq:general}, so the difference of about 21.8 meV between the grid energies is no test of that relation. The independent check is that $d(n_sw)/dn_s$ on the grid equals the grid eigenvalue, $72.4$ meV.

Minimising $E_0(b)$ instead gives $b=0.502\ \mathrm{nm^{-1}}$ from \eqref{eq:wrong}. The subband energy falls to $72.0$ meV, but the energy per electron rises from $51.9$ to $53.4$ meV. The value $72.0$ meV lies below the self-consistent eigenvalue of $72.4$ meV, which shows by example that $E_0(b)$ is not an upper bound to it.

\subsection{Range of validity}

\paragraph{Few electrons.} For $n_s\to0$ the potential is linear and the exact level of the model is given by the first zero of the Airy function. For the example's $N_{\rm dep}$ that level is $25.2$ meV, against $26.7$ meV from the trial function, an excess of 5.9 per cent. Both energies scale as $(\hbar^2/m)^{1/3}(e^2N_{\rm dep}/\varepsilon)^{2/3}$, so this relative error is the same for all parameters in that limit.

\paragraph{More subbands.} The single-subband assumption requires the gap to the second level to exceed $E_F$. In the grid solution the gap is $26.5$ meV, against $E_F=12.0$ meV, so the assumption is consistent at zero temperature. The Fermi level lies only $14.5$ meV below the second level, less than the thermal energy of about $26$ meV at room temperature, so the example describes a cold layer. When $E_F$ exceeds the gap, or the thermal energy is not small compared with the distance from the Fermi level to the second subband, further densities enter $V_s$ and the formula for $b$ no longer applies.

\paragraph{Beyond the model.} A wall of finite height lets $\psi$ enter the insulator and changes the condition at $z=0$. Exchange, correlation and the image force add terms to both energies. The grid comparison measures the error of the trial function within the Hartree model and says nothing about the size of these omitted effects. They need not be small. In an ideally thin layer with equal spin populations, permittivity $\varepsilon$ on both sides and a distant gate, exchange lowers the subband bottom by $e^2k_F/(4\pi\varepsilon)$, which is 25.5 meV for the example's density. The thickness of the layer reduces this value, but it remains comparable with the difference $E_0-w$. The levels of the example are therefore Hartree values, not predictions for a device. If the mass is anisotropic and one principal axis is normal to the interface, the mass in $b$ is the one along that axis, and the mass in $E_F$ is the geometric mean of the two principal masses in the plane. This holds for one parabolic valley. With $g_v$ equivalent valleys $E_F$ is divided by $g_v$, and valleys with another mass along the normal form a separate set of subbands, which must be empty for the formula for $b$ to apply.
